# Why GW for CdS with Cd 4d Also Needs 4s and 4p

**Question.** In a GW calculation for cadmium sulfide, the Cd 4d electrons are kept in the valence because they mix with the S 3p states at the top of the valence band. The Cd 4s and 4p levels lie tens of eV deeper and hardly take part in bonding. Why can they not be left in the core, and what happens to the d bands and the gap if they are?

**Answer.** Their large energy separation from the valence states keeps 4s and 4p out of bonding. Exchange depends instead on whether two orbitals occupy the same region of space, and 4s, 4p and 4d do.

A scalar-relativistic all-electron LDA calculation of the ion Cd²⁺ shows both facts. The 4s, 4p and 4d levels lie at −124.7, −86.0 and −30.7 eV, so 4p is 55 eV below 4d. The mean radii are 0.047, 0.051 and 0.066 nm. The 3d shell, at 0.018 nm, lies much further in. A 4d electron therefore moves through the 4s and 4p charge and has strong exchange with it.

### What a frozen shell contributes

Let \(R\) be the set of occupied states kept in the self-energy, and \(n_R\) their density. The GW level of a state with LDA energy \(\varepsilon\) is

\[
E_R=\varepsilon+\langle\Sigma_x^R\rangle+\langle\Sigma_c^R(\varepsilon)\rangle-\langle V_{xc}[n_R]\rangle .
\]

The last term removes the LDA exchange and correlation of the retained electrons, which the self-energy replaces. What the frozen shell contributed to \(V_{xc}\) stays inside \(\varepsilon\).

Three conventions enter here.

- Subtracting \(V_{xc}[n_R]\) corresponds to a pseudopotential unscreened with the retained density alone.
- The LDA orbitals and energies are held fixed when \(R\) changes, as for ideal pseudopotentials, so only the partition of the self-energy differs.
- \(\Sigma_c\) is evaluated at the LDA energy. This amounts to shifting all levels in the Green function together with the level sought, and is an approximation because real shifts differ between levels.

Compare two choices for Cd²⁺, both with the shells \(n\le3\) frozen: "shell" keeps 4s, 4p and 4d; "outer" keeps 4d. Exact exchange is a sum over occupied orbitals, so \(\Sigma_x^{\rm shell}=\Sigma_x^{4s4p}+\Sigma_x^{\rm outer}\). In the difference of the two levels, \(\varepsilon\) and \(\Sigma_x^{\rm outer}\) cancel:

\[
\delta\equiv E_{\rm outer}-E_{\rm shell}
=-\langle\Sigma_x^{4s4p}\rangle
+\langle V_{xc}[n_{\rm shell}]-V_{xc}[n_{\rm outer}]\rangle
+\langle\Sigma_c^{\rm outer}-\Sigma_c^{\rm shell}\rangle .
\]

A positive \(\delta\) means that the 4d-only calculation puts the level too high. The first term is positive because exchange binds. The second is negative: it is the LDA substitute for that exchange. Freezing 4s and 4p would be harmless if the terms cancelled.

### The exchange term

For a closed shell \(n'l'\), only the electrons of the same spin as the 4d electron contribute. Spherical symmetry makes all 4d orbitals equivalent, so we may average over their magnetic quantum number. With \(\gamma\) the angle between \(\mathbf r\) and \(\mathbf r'\), the addition theorem gives

\[
\sum_{m'}Y_{l'm'}(\hat r)Y^*_{l'm'}(\hat r')=\frac{2l'+1}{4\pi}P_{l'}(\cos\gamma),
\]

and the averaged 4d factor is \(P_2(\cos\gamma)/4\pi\). The Coulomb interaction, in atomic units, is

\[
\frac1{|\mathbf r-\mathbf r'|}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma).
\]

Integrating a function of \(\gamma\) over both directions gives \(8\pi^2\int_{-1}^{1}dx\), with \(x=\cos\gamma\). Together with the prefactor \((2l'+1)/16\pi^2\), this yields

\[
\langle\Sigma_x^{n'l'}\rangle=-\sum_k(2l'+1)\left[\frac12\int_{-1}^1P_2P_{l'}P_k\,dx\right]G^k ,
\]

\[
G^k=\int_0^\infty\!\!\int_0^\infty R_{4d}(r)R_{n'l'}(r)\frac{r_<^k}{r_>^{k+1}}R_{4d}(r')R_{n'l'}(r')\,r^2r'^2\,dr\,dr' .
\]

For 4s, \(P_0=1\), and orthogonality leaves \(k=2\) with \(\tfrac12\int P_2^2dx=\tfrac15\). For 4p, use \(xP_2=\tfrac25P_1+\tfrac35P_3\) and \(\int P_k^2dx=2/(2k+1)\). The coefficients are then

\[
k=1:\;3\cdot\tfrac12\cdot\tfrac25\cdot\tfrac23=\tfrac25,\qquad
k=3:\;3\cdot\tfrac12\cdot\tfrac35\cdot\tfrac27=\tfrac9{35}.
\]

The computed integrals are \(G^2(4s,4d)=10.07\), \(G^1(4p,4d)=13.66\) and \(G^3(4p,4d)=8.34\) eV, so

\[
\langle\Sigma_x^{4s4p}\rangle=-\frac{10.07}{5}-\frac{2(13.66)}5-\frac{9(8.34)}{35}
=-2.014-5.464-2.145=-9.62\ \text{eV}.
\]

Direct evaluation with four-index Coulomb integrals, without this angular reduction, also gives −9.62 eV. More than half comes from the dipole term between 4p and 4d.

### Why the LDA difference is too small

LDA exchange varies as \(n^{1/3}\). Suppose the eight 4s and 4p electrons had the same density profile as the ten 4d electrons. Adding them would multiply the density by 1.8, but the exchange potential by only \(1.8^{1/3}=1.216\). The 4d expectation value of \(V_{xc}\) for the 4d density alone is −21.83 eV. Treating it all as exchange, the estimated change is \(-0.216\times21.83\approx-4.7\) eV. Scaling the 4d density by 1.8 in the full LDA functional gives −4.4 eV, because the correlation part varies more slowly. The actual value for the whole shell is −26.70 eV, a change of −4.87 eV.

The frozen shell thus supplies about half of the exchange it should. Before correlation,

\[
\delta_{\rm static}=9.62-4.87=4.75\ \text{eV}.
\]

For neutral Cd, with its two 5s electrons added to the outer set, the result is 4.63 eV. The error therefore depends little on the charge state in this pair of cases.

A large exchange integral alone does not condemn a frozen shell. The shells \(n\le3\) give −5.10 eV of exchange with 4d, but freezing them raises the level by just 0.67 eV before correlation, because there the LDA difference is close to the exact exchange.

### Does correlation cancel the error?

With RPA excitation energies \(\Omega_s\) and coupling amplitudes \(w_{ms}\),

\[
\langle\Sigma_c(\varepsilon_{4d})\rangle=
\sum_{s}\left[\sum_{m\,\rm occ}\frac{w_{ms}^2}{\varepsilon_{4d}-\varepsilon_m+\Omega_s}
+\sum_{m\,\rm empty}\frac{w_{ms}^2}{\varepsilon_{4d}-\varepsilon_m-\Omega_s}\right].
\]

Terms with \(m\) in 4s or 4p are positive and oppose exchange. Their denominators exceed 55 eV, the 4p–4d separation, which limits their size. They add up to 1.00 eV, or 10% of the 4s4p exchange. The full correlation term is 1.12 eV for the shell and 0.28 eV for 4d alone, so

\[
\delta_{4d}=4.75+0.28-1.12=3.91\ \text{eV}.
\]

The two levels themselves are

\[
E_{\rm shell}=-30.70-9.62-24.32+1.12+26.70\approx-36.8\ \text{eV},
\]
\[
E_{\rm outer}=-30.70-24.32+0.28+21.83\approx-32.9\ \text{eV},
\]

where −24.32 eV is the exchange of a 4d electron with the 4d shell, including the term that cancels its self-interaction.

A judge that does not use the self-energy is the LDA total-energy difference between Cd³⁺, with its 4d hole spread evenly over the shell, and Cd²⁺. It gives a removal energy of 38.25 eV. The whole-shell level misses this by 1.4 eV and the 4d-only level by 5.3 eV; in a larger basis with angular momenta up to \(l=7\) the misses are 0.6 and 4.9 eV. The reference is itself approximate, since it carries LDA errors and omits spin polarization of the hole, but it separates the two partitions clearly.

The correlation part is less settled than the exchange part. Without the three sets of f functions in the basis, \(\delta_{4d}\) is 4.66 eV instead of 3.91 eV. A larger basis with more f functions and with g and h functions gives about 4.2 eV. It also lowers the whole-shell level by about 0.6 eV and the 4d-only level by about 0.35 eV, so the separate levels are less well converged than their difference. Going on to \(l=7\) gives 4.3 eV, with the two levels 0.8 and 0.5 eV below their original values. The energy at which \(\Sigma_c\) is taken matters as well: in the original basis, evaluating it at the corrected level while the Green function keeps its LDA energies gives about 3.6 eV. "About 4 eV" is as fine a statement as this calculation supports.

### Two variants of the partition

If the pseudopotential uses a core-corrected density containing 4s and 4p, a 4d-only calculation may still subtract \(V_{xc}[n_{\rm outer}]\), which is the case treated above. Suppose it subtracts the full \(V_{xc}[n_{\rm shell}]\) instead. The LDA substitute is then removed as well, and nothing compensates for the missing exchange. The error grows to \(9.62+0.28-1.12=8.78\) eV, or about 9.2 eV in the basis up to \(l=7\).

Suppose instead that the exchange with frozen 4s and 4p orbitals is added explicitly to that calculation. The error becomes \(0.28-1.12=-0.84\) eV. This is pure correlation and shrinks to about −0.5 eV in the basis up to \(l=7\). Most of what 4d needs from its neighbours is therefore their exchange. Treating 4s and 4p as valence electrons supplies it together with the smaller correlation part.

### From the d level to the gap

Take zincblende CdS at \(\Gamma\), with four Cd neighbours around S in directions \((l,m,n)\) that satisfy \(l^2=m^2=n^2=\tfrac13\) and \(lmn=1/(3\sqrt3)\). The coupling of S \(p_x\) to Cd \(d_{yz}\) along one bond is \(\sqrt3\,lmn\,V_\sigma-2lmn\,V_\pi\). All Bloch phases are 1 at \(\Gamma\), so the four bonds add:

\[
V=\frac43V_\sigma-\frac8{3\sqrt3}V_\pi .
\]

The couplings of \(p\) to the d states of \(e\) symmetry are proportional to a single direction cosine and sum to zero. An S s state does not couple to Cd 4d either, because the sums of \(lm\) and of \(l^2-m^2\) vanish. The s-like conduction edge therefore has no 4d part in this model.

With the bare p level at zero and the bare d level at \(-\Delta\), the valence top is the upper root of \(E(E+\Delta)=V^2\):

\[
E_+=-\frac\Delta2+\sqrt{\frac{\Delta^2}4+V^2}.
\]

Its derivative with respect to the d level, \(-\partial E_+/\partial\Delta\), is its d weight:

\[
w=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4V^2}}\right).
\]

Rough parameters for CdS are \(V_\sigma=-1.2\) eV, \(V_\pi=0.5\) eV and \(\Delta=6.0\) eV at LDA level. They give \(V=-1.60-0.77=-2.37\) eV and \(w=10.8\%\).

The conduction edge moves too. The misplacement of the empty 5s level of Cd²⁺ is 0.44 eV; for the filled 5s level of neutral Cd it is about 0.34 eV. Larger bases raise these to about 0.50 and 0.37 eV. The ion value of the original basis is used here, with an assumed rough 5s weight \(a_s=0.5\). The misplacement of S 3p itself is set to zero, and so is the part of the error that couples p to d. These neglected terms are not sized here. Neither is the Cd 5p part that symmetry allows at the valence top; the 5p level of the ion is misplaced by about 0.3 eV. With fixed LDA orbitals, the gap error of the 4d-only calculation relative to the whole-shell one is

\[
\delta E_g=a_s\delta_{5s}-w\,\delta_{4d}=0.22-0.42=-0.20\ \text{eV}.
\]

If the orbitals may remix, start from a quasiparticle separation \(\Delta=7.5\) eV. The error reduces it to \(7.5-3.91=3.59\) eV, and \(E_+\) rises from 0.69 to 1.18 eV. The gap error is then \(0.22-0.49=-0.27\) eV. The unhybridized \(e\) states, which were \(7.5+0.69=8.2\) eV below the valence top, now lie \(3.59+1.18=4.8\) eV below it.

The sign of the gap error is not guaranteed by the d shift. With fixed orbitals and the same atomic shifts, the gap shrinks only if \(w>0.22/3.91\approx5.6\%\). For \(\Delta\gg|V|\), \(w\approx V^2/\Delta^2\) falls below this value, and the 5s shift would make the gap too large.

### Beside real CdS

Real CdS has a gap of very roughly 2.5 eV and 4d bands very roughly 9 eV below the valence top. The model's whole-shell d position, 8.2 eV, follows from the chosen \(\Delta=7.5\) eV, so its nearness to the real value is no test of the method. What the calculation adds is the shift: from that start, leaving out 4s and 4p puts the unhybridized d states only about 5 eV below the valence top, which is plainly wrong. With the parameters chosen here, the gap error is about a tenth of the gap. It is an estimate from atomic shifts, not a crystal GW result: changing \(V\) by −20% or +20% moves the remixed value to −0.14 or −0.39 eV, and a 5s weight of 0.7 instead of 0.5 moves it to −0.18 eV. The atomic shifts from the basis up to \(l=7\) move it to −0.32 eV. These variations do not bound the crystal value, because the S 3p shift, the p–d terms of the error and the change of orbital shape in a real pseudopotential are all left out. The model is a static zincblende lattice; the effects of the wurtzite structure, of temperature and of crystal screening on the gap error were not sized. Spin–orbit coupling, also omitted, splits the atomic 4d level by 0.72 eV, well below its 4 eV misplacement.

## Computed results

```
Cd2+ ion, scalar-relativistic LDA orbitals
mean radius 3d: 0.0177 nm
mean radius 4s: 0.0466 nm
mean radius 4p: 0.0508 nm
mean radius 4d: 0.0664 nm
mean radius 5s: 0.1291 nm
LDA level 4s: -124.67 eV
LDA level 4p: -86.02 eV
LDA level 4d: -30.70 eV
LDA level 5s: -21.64 eV
Slater G2(4s,4d): 10.07 eV
Slater G1(4p,4d): 13.66 eV
Slater G3(4p,4d): 8.34 eV
4d exchange with 4s4p, Slater formula: -9.622 eV
4d exchange with 4s4p, four-index: -9.622 eV
4d exchange with 4d shell: -24.32 eV
4d exchange with n<=3: -5.10 eV
4d Vxc of shell density: -26.70 eV
4d Vxc of 4d density only: -21.83 eV
4d Vxc change due to 4s4p: -4.87 eV
4d static misplacement: 4.75 eV
4d static misplacement, neutral Cd: 4.63 eV
4d correlation, shell: 1.12 eV
4d correlation, 4d only: 0.28 eV
4d correlation via 4s4p intermediate states: 1.00 eV
share of 4s4p exchange cancelled by it: 10.4 %
midgap Sigma_c, poles minus quadrature: 0.0000 meV
4d GW level, whole shell: -36.83 eV
4d GW level, 4d only: -32.91 eV
4d GW level, exchange with all electrons: -37.50 eV
4d removal energy from LDA total energies: 38.25 eV
4d GW misplacement: 3.91 eV
5s static misplacement: 0.48 eV
5s GW misplacement: 0.44 eV
Neglected effects
4d error from freezing n<=3: 0.67 eV
4d static misplacement with PBE unscreening: 5.00 eV
4d GW misplacement without f functions: 4.66 eV
4d spin-orbit splitting: 0.72 eV
CdS at Gamma, rough model parameters
V_sigma, V_pi, V: -1.20, 0.50, -2.370 eV
bare p-d separation, LDA and quasiparticle: 6.0, 7.5 eV
top to lowest d state, same order: 7.65, 8.87 eV
d weight of valence top, same order: 10.8, 7.7 %
Cd 5s weight at conduction edge: 0.50 (fraction)
conduction edge shift: 0.22 eV
valence top shift, fixed orbitals: 0.42 eV
gap error, fixed orbitals: -0.20 eV
valence top shift, remixed orbitals: 0.49 eV
gap error, remixed orbitals: -0.27 eV
same with V -20 % and +20 %: -0.14, -0.39 eV
```
